# Binomial Leaping for Site-Limited Adsorption in Atomic Layer Deposition

A precursor pulse in atomic layer deposition sends molecules onto a surface with a finite number of reactive sites. Early in the pulse nearly every site is vacant. Near saturation a small patch may have one or two vacancies left, while molecules continue to strike it. A simulation of growth and roughness should advance many adsorptions in one step without filling more sites than exist. Drawing the number of adsorptions from a Poisson distribution does not ensure this; a binomial draw does, and with the right probability it also gives the correct statistics.

## Model and rate

Consider a flat patch with $M$ equivalent sites, of which $N$ are filled and $V=M-N$ vacant. Each molecule occupies one site and does not desorb. A vacant site fills at rate $k$, independently of the others. The sites are independent; the successive adsorption events are not, because each removes a vacancy and lowers the total rate $kV$.

For an ideal gas of pressure $P$, temperature $T$ and molecular mass $m_g$, the number density is $P/(k_BT)$. The Maxwell distribution gives the contribution of molecules moving towards the surface to the normal velocity, averaged over all molecules, as

$$
\int_0^\infty v\sqrt{\frac{m_g}{2\pi k_BT}}\,e^{-m_gv^2/(2k_BT)}\,dv
=\sqrt{\frac{k_BT}{2\pi m_g}} .
$$

The product of density and velocity is the impingement flux

$$
\Phi=\frac{P}{\sqrt{2\pi m_gk_BT}} .
$$

Let $\sigma$ be the site density and $s_0$ the sticking probability on an empty surface, with sticking proportional to the vacant fraction $V/M$. The patch area is $M/\sigma$, so its adsorption rate is $s_0\Phi(V/M)(M/\sigma)=s_0\Phi V/\sigma$. Hence $k=s_0\Phi/\sigma$ per vacancy.

The example takes rough values in the regime of alumina growth from trimethylaluminium and water: 0.02 Torr, 473 K, $m_g=72.09$ u for trimethylaluminium, $s_0=10^{-3}$ and $\sigma=4\ \mathrm{nm^{-2}}$. The flux is $3.805\times10^4\ \mathrm{nm^{-2}s^{-1}}$, so

$$
k=\frac{10^{-3}\times3.805\times10^4}{4}\ \mathrm{s^{-1}}
=9.51\ \mathrm{s^{-1}} .
$$

A square patch of side 5 nm has $M=25\times4=100$ sites. The pulse lasts 0.2 s, deliberately too short to saturate the surface. Its exposure is $X=9.51\times0.2=1.902$; divided into four leaps, each has $x=0.4756$.

## The binomial leap

Let $S(t)$ be the probability that an initially vacant site is still vacant after time $t$. In a short interval it fills with probability $k\,dt$, so $dS/dt=-kS$ with $S(0)=1$. After a leap of duration $\tau$,

$$
S(\tau)=e^{-x},\qquad x=k\tau .
$$

Each of the $V$ vacancies therefore fills with probability $p=1-e^{-x}$. Independence of the sites gives

$$
K\sim\mathrm{Binomial}(V,1-e^{-x}),
$$

with mean $V(1-e^{-x})$ and variance $Ve^{-x}(1-e^{-x})$. Since $K$ counts filled members of a set of $V$ sites, $0\leq K\leq V$.

No small-$\tau$ approximation has been made. Two leaps with exposures $x_1$ and $x_2$ leave a site vacant with probability $e^{-x_1}e^{-x_2}=e^{-(x_1+x_2)}$, the result of one combined leap. If the pressure varies in time but is the same for all sites, integrating $dS/dt=-k(t)S$ replaces $x$ by $\int k(t)\,dt$.

The same process obeys the master equation

$$
\frac{dP_N}{dt}=k(M-N+1)P_{N-1}-k(M-N)P_N .
$$

For the 100-site example, its numerical solution after 0.2 s agrees with every binomial probability to within $10^{-10}$. The mean coverage is $\theta=1-e^{-1.902}=0.851$.

## What the Poisson draw counts

Call a hit any arrival that would stick if its site were vacant. During a leap, site $i$ receives $h_i$ hits, where $h_i$ is Poisson distributed with mean $x$. The total $H=\sum_i h_i$ over the initially vacant sites is Poisson distributed with mean $Vx$. This is the unrestricted Poisson increment.

The number adsorbed is instead the number of sites with $h_i\geq1$. A site hit three times contributes three to $H$ but one to $K$. Therefore $H\geq K$ in every realization, and the mean surplus is

$$
\langle H-K\rangle=Vx-V(1-e^{-x})
=V(x-1+e^{-x}) .
$$

If the whole pulse is taken as one leap, the Poisson mean is 190.2 molecules for 100 sites, against 85.1 actually adsorbed. The surplus is about 105 repeated hits, and the overshoot probability rounds to one at eight decimal places.

Another approximation keeps the binomial but uses $p=x$. It respects the vacancy limit and requires $x\leq1$. Since $1-e^{-x}=x-x^2/2+\cdots$, it shares the Poisson mean and overestimates adsorption at finite $x$.

## Pseudocode and shared vacancies

```
for each growth cycle:
    for each patch:
        V = M
        for each leap:
            x = integral of k over the leap
            p = -expm1(-x)
            K = Binomial(V, p)
            V = V - K
        height[patch] = height[patch] + g*(M - V)/M
```

Here $g$ is the growth from a full layer, and the reset $V=M$ assumes that the co-reactant restores every site. The function `expm1(y)` evaluates $e^y-1$ without cancellation at small $y$.

If species A and B compete for the same vacancies at constant rates $k_A$ and $k_B$, a vacancy survives with probability $e^{-(k_A+k_B)\tau}$. The probability that A fills it is

$$
\int_0^\tau k_Ae^{-(k_A+k_B)t}\,dt
=\frac{k_A}{k_A+k_B}\left[1-e^{-(k_A+k_B)\tau}\right].
$$

The scheme therefore draws the total first and then assigns species:

```
K  = Binomial(V, -expm1(-(kA + kB)*tau))
KA = Binomial(K, kA/(kA + kB))
KB = K - KA
```

Two separate binomials, each drawn from the original $V$, respect their own limits but not the shared one. With $k_A=9.51\ \mathrm{s^{-1}}$, $k_B=k_A/2$, $\tau=0.05$ s and six vacancies, their sum exceeds six with probability 3.3%. A master-equation solution for this six-site case agrees with the joint draw to within $10^{-10}$ in every probability.

## How often Poisson leaping overfills

Let $K$ now be the Poisson increment, with mean $Vx$ and $x<1$. For any $s>0$, $e^{s(K-V)}\geq1$ whenever $K\geq V$. Averaging gives

$$
P(K>V)\leq\left\langle e^{s(K-V)}\right\rangle
=\exp[Vx(e^s-1)-sV].
$$

Setting the derivative of the exponent to zero gives $xe^s=1$, so $s=-\ln x>0$. Substitution yields

$$
P(K>V)\leq\exp[-V(x-1-\ln x)].
$$

The bracket is positive for $0<x<1$, so the bound falls exponentially with $V$. For $x=0.4756$ the actual one-leap probabilities are $1.1\times10^{-11}$ at $V=100$, 0.98% at $V=10$ and 8.3% at $V=1$. An empty 100-site patch is very unlikely to overshoot in its first leap, but a nearly saturated one can easily do so.

Suppose leaping continues until the patch either saturates or overshoots. Let $u(V)$ be the probability of eventual overshoot, with $u(0)=0$. Draws of zero change nothing, so condition on the first nonzero draw:

$$
u(V)=\frac{P(K>V)+\sum_{j=1}^{V}P(K=j)\,u(V-j)}
{1-e^{-Vx}} .
$$

For one vacancy, $P(K>1)=1-e^{-x}-xe^{-x}$, and the sum vanishes because $u(0)=0$. Thus

$$
u(1)=1-\frac{xe^{-x}}{1-e^{-x}}
=1-\frac{x}{e^x-1}
=\frac{x}{2}+O(x^2).
$$

The same leading term holds for any fixed $V\geq2$, by induction. Assume it for all smaller positive counts. The first nonzero draw is one molecule with probability $1-O(x)$, contributing $x/2+O(x^2)$. Draws of two or more that leave vacancies have total probability $O(x)$, and the later overshoot probability is itself $O(x)$, so they contribute $O(x^2)$. A draw that fills the patch contributes nothing, and direct overshoot has probability $O(x^V)$, at most $O(x^2)$. Hence $u(V)=x/2+O(x^2)$.

Enlarging the patch therefore does not remove the fault in a run to saturation: the patch must still pass through its last few vacancies. At $x=0.4756$ the leading estimate is 0.238; the computed values are 0.219 from one vacancy and 0.263 from one hundred.

## Bias and variance over several leaps

Divide a fixed exposure $X$ into $m$ equal leaps, so that $x=X/m$, and set $q=1-x$. In linear binomial leaping a site stays vacant through all leaps with probability $q^m$. The final count is therefore $\mathrm{Binomial}(M,1-q^m)$. Expanding the logarithm,

$$
q^m=\exp\left[m\ln\left(1-\frac Xm\right)\right]
=e^{-X}\left[1-\frac{X^2}{2m}+O(m^{-2})\right].
$$

The coverage is too high by $X^2e^{-X}/(2m)$ at leading order. For an error of 0.001 the estimate is $m\approx(1.902)^2(0.149)/0.002\approx270$; direct evaluation gives 271 leaps. The choice $p=1-e^{-x}$ needs one.

For Poisson leaping, $V_{j+1}=V_j-K_j$. Given $V_j\geq0$, the mean of $V_{j+1}$ is $qV_j$ and its variance is $xV_j$. Hence $\langle V_j\rangle=Mq^j$. The total variance is the variance of the conditional mean plus the mean of the conditional variance:

$$
\mathrm{Var}(V_{j+1})=q^2\mathrm{Var}(V_j)+xMq^j .
$$

Starting from zero variance and iterating, then substituting $i=m-1-j$,

$$
\begin{aligned}
\mathrm{Var}(V_m)
&=xM\sum_{j=0}^{m-1}q^{2(m-1-j)}q^j\\
&=xMq^{m-1}\sum_{i=0}^{m-1}q^i
=Mq^{m-1}(1-q^m),
\end{aligned}
$$

because $x=1-q$. The linear binomial variance is $Mq^m(1-q^m)$, smaller by the factor $q$. The Poisson formulas require that leaps starting from negative $V$ be negligible. In the example, where a path stops once $V$ is no longer positive, the probability of a negative count before the fourth leap is $4.3\times10^{-4}$.

After four leaps the results are:

| Scheme | Coverage | Variance of $N$ |
|---|---:|---:|
| Binomial, $p=1-e^{-x}$ | 0.851 | 12.70 |
| Binomial, $p=x$ | 0.924 | 6.99 |
| Unrestricted Poisson | 0.924 | 13.34 |
| Clipped Poisson | 0.924 | 13.16 |

Clipping replaces $K$ by $\min(K,V)$. It enforces the limit but leaves almost all the coverage bias, because most repeated hits occur without an overshoot. The Poisson variance lies within about 5% of the correct value through a cancellation: excessive coverage lowers the variance to 6.99, and Poisson counting raises it by $1/q=1.907$. Agreement in roughness alone would not reveal the wrong mean.

## Film height and roughness

Let $N_c$ be the number adsorbed in cycle $c$. After $n$ cycles the patch height is $h=(g/M)\sum_cN_c$. With all sites restored each cycle, the $N_c$ are independent, each with variance $M\theta(1-\theta)$. Therefore

$$
\langle h\rangle=gn\theta,\qquad
W=\frac gM\sqrt{nM\theta(1-\theta)}
=g\sqrt{\frac{n\theta(1-\theta)}M}.
$$

$W$ is the standard deviation of patch-averaged heights. It depends on the chosen patch size and is not an atomic-scale roughness. At fixed $n$, $g$ and $\theta$ it falls as $M^{-1/2}$; it vanishes at full saturation only because every patch has the same fixed number of sites and then grows equally.

For $g=0.1$ nm and $n=100$, the mean height is 8.51 nm and

$$
W=0.1\sqrt{\frac{100(0.851)(0.149)}{100}}\ \mathrm{nm}
=0.0356\ \mathrm{nm}.
$$

A simulated surface of 10,000 patches gives 0.03605 nm, against 0.03563 nm from the formula before rounding. The relative sampling error of a standard deviation for nearly normal heights is about $1/\sqrt{20000}=0.7\%$, so the difference of 1.2% is under two standard errors. Poisson leaping gives a similar roughness, 0.0365 nm, but a mean height of 9.24 nm. That height error of 0.74 nm is about twenty times $W$.

## Cost, stability and failure modes

With constant $k$, one binomial draw advances a patch through a whole pulse. The example then needs $10{,}000\times100=10^6$ draws, whereas event-by-event simulation would process about 85 separate adsorptions for each of these draws. This compares counts, not running times: a sampler that visits each vacancy costs $O(V)$ per draw.

The count stays between zero and $M$ for any leap length, but this does not guarantee accuracy when rates depend on coverage. As an illustration, let filled neighbours raise the adsorption barrier, treated in mean field within a patch:

$$
k(N)=k\exp\left(-\frac{zwN}{Mk_BT}\right),
$$

with $z=4$ neighbours and a rough, assumed penalty $w=0.01$ eV. At 473 K, $k_BT=0.0408$ eV. The leap holds $k(N)$ at its initial value, so $p=1-e^{-k(N)\tau}$. During the leap the true rate changes by $O(\tau)$, giving a count error $O(\tau^2)$. Over a fixed pulse there are $O(1/\tau)$ leaps, so the accumulated error is $O(\tau)$. It is positive here because the frozen rate misses the slowing during each leap.

The master equation for this hindered model gives coverage 0.709. This is the mean-field value; counting the actual filled neighbours on a periodic $10\times10$ square lattice gives about 0.703. The leap coverage is too high by 0.027 with four leaps, 0.0062 with 16, 0.0031 with 32 and 0.0015 with 64. The last two halvings of the leap halve the error, as first-order convergence requires.

## Relation to a real alumina process

Growth near 0.1 nm per cycle is a typical rough scale for this chemistry, but self-limited growth requires pulses long enough to saturate the surface, unlike the pulse here. The sticking probability is uncertain and enters $k$ linearly. Real adsorbed molecules retain ligands that can obstruct neighbours, and one molecule may react with more than one surface hydroxyl group, so independent single sites are an idealization. The assumed hindrance alone lowers coverage from 0.851 to 0.709, or the 100-cycle height by 1.4 nm. For the independent-site model, a pressure that approaches its steady value as $1-e^{-t/t_r}$, with $t_r=0.02$ s, lowers coverage to 0.820. A steady 5% increase in dose raises the height by 0.135 nm, nearly four times $W$.

Random site numbers also matter. If each patch draws a new Poisson number $M'$ with mean $M$ every cycle, then $\mathrm{Var}(N)=M\theta(1-\theta)+\theta^2M=M\theta$, and the roughness rises to 0.092 nm; it no longer vanishes at saturation, where it is $g\sqrt{n/M}=0.10$ nm. Desorption changes the mean height less than the 5% dose increase does, for an assumed 1.5 eV barrier and attempt rate $10^{13}\ \mathrm{s^{-1}}$: the rate is $1.0\times10^{-3}\ \mathrm{s^{-1}}$, so at most 0.52% of adsorbed molecules are expected to leave in 5 s, a height loss of about 0.04 nm. This ordering is sensitive to the barrier: at 1.45 eV the loss is about 0.15 nm and already exceeds the dose effect. For independent sites the binomial leap is exact, so the physical description of the surface is what limits the predicted film height. With coverage-dependent rates this holds only if the leaps are short enough: in the hindered example the frozen-rate error is 0.27 nm with four leaps, twice the effect of the 5% dose increase, and 0.06 nm with 16. The remaining values are in the numerical output.

## Numbers as computed

```
pressure 0.020 Torr; temperature 473 K
molecular mass 72.09 u; sticking 1.0e-03
site density 4.0 nm^-2; patch side 5.0 nm
sites per patch M 100; pulse 0.20 s
leaps 4; leap time 0.050 s
cycles 100; full-layer growth 0.10 nm
impingement flux 3.8046e+04 nm^-2 s^-1
rate per vacant site k 9.5115 s^-1
exposure per leap x 0.4756; per pulse X 1.9023
exact fill probability per leap 0.3785
whole-pulse Poisson mean 190.23 molecules
whole-pulse Poisson overshoot probability 1.00000000
mean surplus hits in whole pulse 105.15
one-leap overshoot, V=1: 8.289e-02
one-leap overshoot, V=10: 9.781e-03
one-leap overshoot, V=100: 1.098e-11
eventual overshoot from V=1: 0.2190
eventual overshoot from V=100: 0.2632
small-x estimate x/2: 0.2378
After one pulse: mean coverage; count variance
exact binomial 0.8508; 12.696
linear binomial 0.9244; 6.992
unrestricted Poisson 0.9244; 13.339
clipped Poisson 0.9243; 13.158
Poisson/linear variance factor 1/(1-x) 1.9068
Poisson patch overfull after pulse 0.00681
probability of negative V before last leap 4.319e-04
linear leaps for coverage bias below 0.001: 271
competitor/main rate ratio 0.50; shared vacancies 6
separate-binomial overfull probability 0.03266
exact mean film height 8.5077 nm
Poisson mean film height 9.2437 nm
exact patch roughness 0.03563 nm
linear-binomial roughness 0.02644 nm
Poisson roughness 0.03652 nm
clipped-Poisson roughness 0.03627 nm
simulated patches 10000
simulated binomial height 8.5071 nm
simulated binomial roughness 0.03605 nm
simulated Poisson roughness 0.03631 nm
simulated Poisson overfull fraction 0.00688
hindrance 0.010 eV/neighbour; neighbours 4
thermal energy 0.04076 eV
hindered master-equation coverage 0.7089
frozen-rate coverage error, 4 leaps: 0.027358
frozen-rate coverage error, 16 leaps: 0.006194
frozen-rate coverage error, 32 leaps: 0.003051
frozen-rate coverage error, 64 leaps: 0.001514
pressure rise time 0.020 s; coverage 0.8195
dose increase 5.0%; height shift 0.1354 nm
roughness with Poisson site number 0.09224 nm
binding 1.50 eV; attempt rate 1.0e+13 s^-1
desorption rate 1.041e-03 s^-1
desorption bound in 5.0 s: 5.207e-03
```
